Absence of thermal rectification in conductors with separable conductivity, part 2

A conductor with cross-section A(x) and thermal conductivity κ(x,T) runs from x = 0 to x = L. Its ends are held at T_h and T_c, with Δ = T_h − T_c > 0. The question is whether exchanging the end temperatures changes the size of the heat current. Its magnitude is Q_f with the left end hot (forward) and Q_r with the right end hot (reverse). The rectification is

r = 2 (Q_f − Q_r)/(Q_f + Q_r).   (1)

For electric current density j, heat flux density q, electrical conductivity σ, Seebeck coefficient S and gradient force E per unit charge,

j = σ (E − S dT/dx),

q = T S j − κ dT/dx.   (3)

In an open circuit j = 0, so the heat current is Q = −A κ dT/dx. If κ is separable, κ = f(x) g(T), define Φ(T) as the integral of g from a fixed reference temperature, and R = ∫₀ᴸ dx/(A f). Then A f dΦ/dx = −Q, and

Q_f = Q_r = (1/R) ∫ g(T) dT, from T_c to T_h,   (10)

so r = 0. This theorem assumes a local flux law, a steady state without internal heating or side loss, continuous temperature, and the same f, g and A in both directions.

For two films in series, let T₀ = (T_h + T_c)/2, let b₁ and b₂ be the left and right values of b = ∂ ln κ/∂T at T₀, and let s₁ be the left film's fraction of the thermal resistance at T₀. Then

r = Δ (b₁ − b₂) s₁(1 − s₁) + O(Δ³).   (18)

The example strip is suspended in vacuum, 2000 nm long and 50 nm thick, with width w(x) = 300 nm − 0.1 x. Its films meet at x = 1000 nm and have resistivities ρ₁ = 200 µΩ cm (left) and ρ₂ = 400 µΩ cm (right). The ends are at 900 K and 300 K. The basic electronic model, κ = L₀ T/ρ with L₀ = 2.443 × 10⁻⁸ W Ω/K², is separable and gives 12.27 µW in both directions.

### A bound from approximate separability

A table of κ seldom factorizes perfectly. Suppose that a separable function κ_s approximates it throughout the conductor and between T_c and T_h, with

(1 − ε) κ_s ≤ κ ≤ (1 + ε) κ_s,  0 ≤ ε < 1.   (19)

Let y be the distance from the cold end. Then dT/dy = |Q|/(A κ). Take κ and κ_s smooth in T within each material. For a given |Q|, a larger conductivity gives a smaller slope at each point and temperature, and hence a temperature no higher at the far end. To reach T_h there, the current must be at least as large. Thus raising κ anywhere cannot lower the current between fixed end temperatures.

Let Q_s be the current for κ_s, which is equal in both directions. Multiplying κ_s by a constant multiplies its current by that constant. It follows that Q_f and Q_r both lie between (1 − ε) Q_s and (1 + ε) Q_s. Their difference relative to their mean is greatest when they lie at opposite limits. In that case the difference is 2ε Q_s and the mean is Q_s, so

|r| ≤ 2ε.   (20)

This bound holds at any bias for which (19) holds. It may be far above the actual rectification.

### Separability is sufficient, not necessary

Consider three sections A–B–A in series. The outer sections share the function g_A, with transform Φ_A, and have equal integrals R_A. The middle section has g_B, Φ_B and R_B. The whole need not be separable. In the forward experiment, with joint temperatures T₁ and T₂ from left to right,

Q_f R_A = Φ_A(T_h) − Φ_A(T₁),

Q_f R_B = Φ_B(T₁) − Φ_B(T₂),

Q_f R_A = Φ_A(T₂) − Φ_A(T_c).

As the trial current rises, the first line lowers T₁ and the third raises T₂. The right side of the second line then falls while its left side rises, so there is only one solution. In the reverse experiment, exchange the two joint temperatures. The left joint is then at T₂ and the right joint at T₁, and the same three equations result. Hence Q_f = Q_r.

The outer sections need equal R_A, not equal shapes. For instance, in model units the product A κ may be (1 + x) T/300 over a left section of length e − 1, where e is the base of natural logarithms. Its resistance integral is ln e = 1. A right section of unit length with A κ = T/300 has the same integral. Between them may lie a section of unit length with A κ = 1. This conductor is neither separable nor geometrically symmetric, yet it does not rectify.

If the constant section is moved to the right end, the balance is lost. The two A sections together have resistance integral 2. With ends at 900 and 300, let the forward current be Q_f. The joint is at 300 + Q_f, and the A part gives

[900² − (300 + Q_f)²]/600 = 2 Q_f,

Q_f² + 1800 Q_f − 720 000 = 0,

Q_f = −900 + √1 530 000.

In the reverse experiment the joint is at 900 − Q_r, and

[(900 − Q_r)² − 300²]/600 = 2 Q_r,

Q_r² − 3000 Q_r + 720 000 = 0,

Q_r = 1500 − √1 530 000.

The smaller root is taken because the joint must lie above 300. The sum of the currents is 600 and their difference is 2√1 530 000 − 2400, so

r = 2 (2√1 530 000 − 2400)/600 = 24.6 %.

The same materials, lengths and end temperatures thus give zero or a large rectification, depending on their order.

### Numerical solution for a general conductivity

When κ is not separable, Q can be found by integrating from the cold end. Choose a trial |Q| and solve

dT/dy = |Q|/(A κ), with T = T_c at y = 0.

The temperature reached at y = L increases with |Q|, so a bracketed root search finds the value that gives T_h. For κ proportional to T, starting from the cold end avoids the region near T = 0, which an excessive trial current could reach if the integration started from the hot end.

An upper bracket follows from the largest value K_max of A κ between the end temperatures. Since

Δ = |Q| ∫ dx/(A κ) ≥ |Q| L/K_max,

the current is at most K_max Δ/L. A trial current near this bracket can carry T far above T_h, and if κ falls faster than 1/T the trial profile can diverge before y = L. The integration should then be stopped once T exceeds T_h, and the trial current counted as too large.

The strip results below were obtained in this way, with a fourth-order Runge–Kutta integration of 300 steps in each film. Integration steps end at the joint, so no step crosses a jump of κ. A contact of constant conductance h per unit area is represented by an added layer of thickness δ and conductivity h δ. Its conductance is A h for any δ if its area is constant. A layer of 1 nm was used, also with 300 steps.

### What makes the example strip rectify

Lattice vibrations also carry heat. Let them add the same constant conductivity κ_L = 2 W/(m K), a rough value, in both films:

κ = L₀ T/ρ + κ_L.

The electronic part differs between the films and the lattice part does not, so their temperature dependences are no longer proportional. Differentiation gives

b = (L₀/ρ)/(L₀ T₀/ρ + κ_L).

At T₀ = 600 K this is 1.309 × 10⁻³ K⁻¹ on the left and 1.078 × 10⁻³ K⁻¹ on the right. The left film has the fraction s₁ = 0.262 of the thermal resistance at that temperature. Equation (18) gives

r ≈ 600 (1.309 − 1.078) × 10⁻³ × 0.262 × 0.738 = 2.7 %.

The numerical solution at the full bias also gives 2.7 %. For this case the leading term remains accurate although Δ equals T₀.

Next, omit the lattice part and let the resistivity of the left film rise with temperature:

ρ₁(T) = ρ₁ [1 + α (T − 300 K)],  α = 3 × 10⁻⁴ K⁻¹.

The right film keeps a constant resistivity. The left conductivity now rises less strongly than in proportion to T, and

b₁ − b₂ = −α/[1 + α (T₀ − 300 K)] < 0.

Less heat flows with the left end hot. The numerical result is r = −2.9 %.

Finally, return to the basic electronic model and place a thermal contact at the narrow right end, with constant h = 200 MW/(m² K). Its area is 50 nm × 100 nm, so its conductance is 1 µW/K. A current near 12 µW makes a temperature step of about 12 K. The contact has b = 0, while both films have b = 1/T₀. The body, whose conductance rises with temperature, lies to the left of the contact, so r is positive. The numerical result is 2.0 %. It depends on the assumption of constant h. If electrons carried the heat across the contact with a flux proportional to the integral of T dT, the contact would share the temperature function of the films and r would be zero.

With all three effects present, the currents are 17.35 µW with the left end hot and 17.03 µW with the right end hot. This gives r = 1.9 %. The effects partly cancel because the resistivity coefficient, taken positive and in the left film only, acts against the other two. This cancellation is a consequence of that choice. In films this resistive the coefficient can be near zero or negative. By the expression for b₁ − b₂, a negative α in the left film would add to the other two effects. Unequal lattice conductivities in the two films also change the size of r and can change its sign.

The mean current is about 40 % above the value of the basic model. Added lattice conduction must be responsible for the increase, since the other two changes reduce conductance. An omitted heat channel can therefore alter the current substantially while the difference between the two directions stays at a few per cent of the mean current.

If both films are given the same properties, including the lattice conductivity and the resistivity coefficient, and the contact is absent, the tapered strip is again separable. Its rectification is then zero.

### Side loss and the limits of the one-dimensional model

Radiation makes Q depend on x, so a comparison of directions must say at which end the current is measured. In the basic separable model, let P be the heat lost between the hot end and a given section, and let z be the fraction of R between them. The current at the section is Q_hot − P. Integrating the transformed heat equation gives

Φ_h − Φ_c = R (Q_hot − ∫₀¹ P dz).

Hence

Q_hot = (Φ_h − Φ_c)/R + ∫₀¹ P dz.

The loss raises the hot-end current by an amount between zero and the total loss. That total was estimated for black surfaces facing surroundings at 300 K:

P_total = σ_SB ∫ 2 [w(x) + 50 nm] [T⁴ − (300 K)⁴] dx.

Here σ_SB is the Stefan–Boltzmann constant, and T is the profile without loss. Numerical quadrature gives 0.19 % of the conducted current with the left end hot and 0.05 % with the right end hot. The loss is greater in the first case mainly because the left film, which holds only 23 % of R, then stays above 800 K over half the length; its greater width adds to the difference. On this estimate, radiation changes the hot-end rectification by no more than about 0.2 percentage points. The strip is much narrower than the wavelength at which thermal radiation peaks, about 3 µm at 900 K and longer at lower temperatures. The black-surface law therefore gives only a scale for the loss, not a bound. Near-field exchange with a close substrate is not included.

The local law requires a short carrier mean free path. In a free-electron estimate, ρ = m/(n e² τ), where m is the electron mass, n the electron density and τ the scattering time. The mean free path is ℓ = v_F τ, with Fermi velocity v_F. Since m v_F = ħ k_F,

ℓ = ħ k_F/(n e² ρ),  k_F = (3π² n)^(1/3).

For a rough density of 5 × 10²⁸ m⁻³, the left film has ℓ = 0.5 nm. This is far below the film thickness, so a local electronic conductivity is reasonable. It is also near atomic spacing, and the same formula gives half this length for the right film, whose resistivity is twice as large. The free-electron picture is itself rough at such lengths, so the estimate shows only that the electronic mean free path is short. The estimate says nothing about the mean free paths of lattice vibrations.

The taper bends the surfaces of constant temperature. Each edge makes an angle φ with the axis, where tan φ = 0.05. In an ideal wedge these surfaces are arcs of length 2φ r_w at radius r_w, while the one-dimensional width is 2 r_w tan φ. The resistance is therefore larger by the factor tan φ/φ, an increase of 0.08 %. This describes the wedge itself and leaves out distortion at straight contacts.

Closing the electrical circuit would allow a thermoelectric current. If E = 0 locally, then j = −σ S dT/dx, and (3) gives

q = −(κ + σ S² T) dT/dx.

Relative to the electronic conductivity L₀ σ T, the added term is S²/L₀. For a rough S of 10 µV/K it is 0.4 %. This is a scale for the effect, not a calculation of the rectification of a closed circuit.

### Use with real heater structures

The film resistivities, resistivity coefficient, lattice conductivity and contact conductance are rough assumed values, not measurements of one sample. The length of 2000 nm is far above that of a memory-cell heater, which is measured in tens of nanometres, and a steady difference of 600 K between the contacts is severe. For this suspended strip, the assumption that fails most clearly is separability: each of the three sized departures moves r from zero by 2 to 3 %. With the assumed values they combine to about 2 %, but the size and sign of the combined value depend on those assumptions. While a heater is being driven, its electric current generates heat inside it, and the theorem does not apply. The results here describe conduction through the unpowered, open-circuited structure. In a memory cell the heater is surrounded by dielectric. Side loss is then part of the heat path and has not been estimated here. At fixed h and cross-sections, shortening the conductor also increases the contact's share of the thermal resistance.

For an implementation, the temperature function of every series element should be compared before geometry is considered. If all are proportional and the other assumptions hold, (10) gives the current, and no change of taper or film order within this model can create rectification. If they are not proportional, (18) gives the sign and approximate size for two films at small bias, provided that b₁ and b₂ differ at the mean temperature. If they are equal there, the leading term vanishes and a rectification of order Δ³ may remain; it is small at small bias but need not be small when Δ is comparable to T₀. The integration from the cold end gives the current at full bias. A computed r should be compared with its change when the integration step is halved, because a residual of numerical origin is not a property of the conductor.
